# Tunnelling mass and conductivity mass at a metal–semiconductor contact: a numerical check

```python
"""
Result under test: the tunnelling mass is not generally the conductivity mass.
Two-band semiconductor, gap Eg, edge mass m*, depth d below conduction edge:
    hbar^2 kappa^2 / (2 m*) = d (1 - d/Eg).
For a depletion barrier with band bending Phi and r = Phi/Eg, the exponent
S = 2 * integral(kappa dx) at the bulk-edge energy is
    S = (Phi/E00) * 2 * (1 - (1-r)^(3/2)) / (3 r),
where E00 is the tunnelling energy computed with m*.
Units: eV, nm, free-electron masses m0. HB = hbar^2/(2 m0).
Ellipsoidal valleys: W is the inverse-mass tensor, n the contact normal.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp

HB = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
GAP, M_EDGE, EPS_R, N_CM3, BENDING = 1.0, 0.10, 12.0, 1e19, 0.8
P = np.sqrt(HB * GAP / M_EDGE)
N_SI = N_CM3 * 1e6
EPS_S = EPS_R * sc.epsilon_0
CURV = sc.e * N_SI / (2 * EPS_S) * 1e-18          # eV/nm^2
E00 = sc.hbar / 2 * np.sqrt(N_SI / (M_EDGE * sc.m_e * EPS_S))
nodes, weights = np.polynomial.legendre.leggauss(80)
T01, W01 = (nodes + 1) / 2, weights / 2


def close(a, b, tol):
    assert np.allclose(a, b, rtol=tol, atol=1e-12), (a, b)


# ---------- ellipsoidal valleys: conduction average versus normal decay
M_LONG, M_TRANS, KT = 0.9, 0.2, 0.025
valleys = []
for axis in range(3):
    masses = np.full(3, M_TRANS)
    masses[axis] = M_LONG
    valleys.append(np.diag(1 / masses))
normals = {"[100]": np.array([1., 0, 0]),
           "[110]": np.array([1., 1, 0]) / np.sqrt(2),
           "[111]": np.ones(3) / np.sqrt(3)}
axis_grid = np.linspace(-5, 5, 61)
kgrid = np.stack(np.meshgrid(axis_grid, axis_grid, axis_grid,
                             indexing="ij"), axis=-1).reshape(-1, 3)
m_cond_ellipsoid = 3 / (1 / M_LONG + 2 / M_TRANS)
tunnel_masses = {}
k_transverse_seed = np.array([0.3, -0.2, 0.45])
for name, n in normals.items():
    inverse_mass = 0.0
    tunnel_masses[name] = []
    for W in valleys:
        gradient = 2 * HB * kgrid @ W
        energy = HB * np.sum((kgrid @ W) * kgrid, axis=1)
        occupation = np.exp(-energy / KT)
        v2 = np.sum(occupation * (gradient @ n)**2) / np.sum(occupation)
        inverse_mass += v2 / (2 * HB * KT) / 3
        depth = 0.3
        for kp in (np.zeros(3),
                   k_transverse_seed - n * (k_transverse_seed @ n)):
            def shifted_energy(s):
                k = kp + s * n
                return HB * k @ W @ k + depth
            f_minus, f_zero, f_plus = map(shifted_energy, (-1., 0., 1.))
            roots = np.roots([(f_plus + f_minus) / 2 - f_zero,
                              (f_plus - f_minus) / 2, f_zero])
            decay = np.max(roots.imag)
            wnn = n @ W @ n
            e_trans = HB * (kp @ W @ kp - (kp @ W @ n)**2 / wnn)
            close(decay**2, (depth + e_trans) / (HB * wnn), 1e-9)
            if not np.any(kp):
                tunnel_masses[name].append(HB * decay**2 / depth)
    close(1 / inverse_mass, m_cond_ellipsoid, 1e-8)
close(tunnel_masses["[111]"], m_cond_ellipsoid, 1e-9)
assert min(abs(np.array(tunnel_masses["[100]"]) - m_cond_ellipsoid)) > 0.05


# ---------- complex band from the eigenvalue problem for k at given energy
def kappa_band(depth):
    depth = np.atleast_1d(np.asarray(depth, float))
    matrix = np.zeros(depth.shape + (2, 2))
    matrix[..., 0, 1] = (GAP - depth) / P
    matrix[..., 1, 0] = -depth / P
    return np.max(np.linalg.eigvals(matrix).imag, axis=-1)


def kappa_const(depth, mass=M_EDGE):
    return np.sqrt(mass * np.asarray(depth) / HB)


depths = np.array([0.1, 0.3, 0.5, 0.7, 0.9])
kap = kappa_band(depths)
chord_mass = HB * kap**2 / depths
close(chord_mass, M_EDGE * (1 - depths / GAP), 1e-9)
step = 1e-4
derivative_mass = HB * (kappa_band(depths + step)**2
                        - kappa_band(depths - step)**2) / (2 * step)
assert np.allclose(derivative_mass, M_EDGE * (1 - 2 * depths / GAP),
                   atol=1e-8)
fine = np.linspace(0.01, 0.99, 99)
assert abs(fine[np.argmax(kappa_band(fine))] - GAP / 2) < 1e-6

# ---------- conductivity mass: curvature averaged over the filled Fermi sphere
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)
couplings = [P * np.kron(sx, s) for s in (sx, sy, sz)]
mass_term = GAP / 2 * np.kron(sz, np.eye(2))


def conduction_energy(k):
    H = mass_term + sum(k[..., i, None, None] * couplings[i]
                        for i in range(3))
    return np.linalg.eigvalsh(H)[..., -1] - GAP / 2


k_fermi = (3 * np.pi**2 * N_SI)**(1 / 3) * 1e-9
fermi = float(conduction_energy(np.array([0., 0., k_fermi])))
close(fermi * (1 + fermi / GAP), HB * k_fermi**2 / M_EDGE, 1e-9)
g, gw = np.polynomial.legendre.leggauss(14)
radius = (g + 1) / 2 * k_fermi
phi = 2 * np.pi * np.arange(12) / 12
R, C, F = np.meshgrid(radius, g, phi, indexing="ij")
sphere = np.stack([R * np.sqrt(1 - C**2) * np.cos(F),
                   R * np.sqrt(1 - C**2) * np.sin(F), R * C], axis=-1)
volume = (gw[:, None, None] * gw[None, :, None]) * R**2
hk = 1e-3
shift = np.array([hk, 0, 0])
curvature = (conduction_energy(sphere + shift) + conduction_energy(
    sphere - shift) - 2 * conduction_energy(sphere)) / hk**2
m_cond = 2 * HB / (np.sum(volume * curvature) / np.sum(volume))
close(m_cond, M_EDGE * (1 + 2 * fermi / GAP), 1e-5)


# ---------- exponents for barriers: depth = bending * u**power, 0 < u < 1
def exponent(kappa, bending, width, power=2):
    u = T01**2
    values = kappa(bending * u**power)
    return 2 * width * np.sum(W01 * 2 * T01 * values)


def depletion_width(bending):
    return np.sqrt(bending / CURV)


def reduction(r):
    return 2 * (1 - (1 - r)**1.5) / (3 * r)


heights = np.array([0.2, 0.4, 0.6, 0.8])
S_band = np.array([exponent(kappa_band, b, depletion_width(b))
                   for b in heights])
S_edge = np.array([exponent(kappa_const, b, depletion_width(b))
                   for b in heights])
close(S_edge, heights / E00, 1e-7)
close(S_band, heights / E00 * reduction(heights / GAP), 1e-7)
fit_mass = M_EDGE * (S_band / S_edge)**2
db = 1e-3
slopes = np.array([(exponent(kappa_band, b + db, depletion_width(b + db))
                    - exponent(kappa_band, b - db, depletion_width(b - db)))
                   / (2 * db) for b in heights])
close(slopes, np.sqrt(1 - heights / GAP) / E00, 1e-5)
slope_mass = M_EDGE * (slopes * E00)**2

# the fitted mass is independent of doping, here through the width alone
for factor in (0.5, 3.0):
    wide = factor * depletion_width(BENDING)
    close(exponent(kappa_band, BENDING, wide),
          exponent(lambda d: kappa_const(d, fit_mass[-1]), BENDING, wide),
          1e-8)

r = BENDING / GAP
shape_mass = {}
for label, power in (("square", 0), ("triangular", 1), ("depletion", 2)):
    ratio = (exponent(kappa_band, BENDING, 1.0, power)
             / exponent(kappa_const, BENDING, 1.0, power))
    shape_mass[label] = M_EDGE * ratio**2
tri = 3 * (np.arcsin(np.sqrt(r)) - np.sqrt(r * (1 - r)) * (1 - 2 * r)) \
    / (8 * r**1.5)
close(shape_mass["triangular"], M_EDGE * tri**2, 1e-7)
close(shape_mass["square"], M_EDGE * (1 - r), 1e-8)


# ---------- full two-band wave equation at the Fermi energy
def fermi_exponent(kappa, width):
    u0 = np.sqrt(fermi / BENDING)
    u = u0 + (1 - u0) * T01**2
    values = kappa(BENDING * u**2 - fermi)
    return 2 * width * np.sum(W01 * 2 * T01 * (1 - u0) * values)


METAL_DEPTH = 2.0   # Fermi energy above the band edge of the metal lead


def transmission(width):
    def rhs(x, y):
        kinetic = fermi - BENDING * (1 - x / width)**2
        return [1j * (kinetic + GAP) * y[1] / P, 1j * kinetic * y[0] / P]
    beta_right = np.sqrt(fermi / (fermi + GAP))
    beta_metal = np.sqrt(METAL_DEPTH / (METAL_DEPTH + GAP))
    sol = solve_ivp(rhs, (width, 0), np.array([1, beta_right], complex),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    a, b = sol.y[:, -1]
    incoming = (a + b / beta_metal) / 2
    reflected = (a - b / beta_metal) / 2
    trans = beta_right / (beta_metal * abs(incoming)**2)
    assert abs(trans + abs(reflected / incoming)**2 - 1) < 1e-7
    return trans


width = depletion_width(BENDING)
T_device = transmission(width)
log_change = np.log(transmission(2 * width) / transmission(4 * width))
band_change = fermi_exponent(kappa_band, 2 * width)
edge_change = fermi_exponent(kappa_const, 2 * width)
# remaining difference is the next order in 1/S of the semiclassical expansion
assert abs(log_change / band_change - 1) < 0.02
assert abs(log_change / edge_change - 1) > 0.10

S_cond = exponent(lambda d: kappa_const(d, m_cond), BENDING, width)
S_transfer = exponent(lambda d: kappa_const(d, fit_mass[0]), BENDING, width)
SF_band = fermi_exponent(kappa_band, width)
SF_edge = fermi_exponent(kappa_const, width)
SF_cond = fermi_exponent(lambda d: kappa_const(d, m_cond), width)

print(f"Ellipsoid inputs: m_long={M_LONG} m0, m_trans={M_TRANS} m0")
print(f"Ellipsoid conductivity mass = {m_cond_ellipsoid:.4f} m0")
for name, values in tunnel_masses.items():
    print(f"Tunnelling masses, normal {name}, valleys x,y,z (m0):",
          " ".join(f"{v:.4f}" for v in values))
print(f"Two-band inputs: Eg={GAP} eV, m*={M_EDGE} m0, eps_r={EPS_R}")
print(f"Doping N = {N_CM3:.1e} cm^-3; band bending Phi = {BENDING} eV")
print(f"hbar^2/(2 m0) = {HB:.6f} eV nm^2; P = {P:.4f} eV nm")
print("depth(eV) kappa(1/nm) edge-mass kappa(1/nm) chord m(m0) deriv m(m0)")
for row in zip(depths, kap, kappa_const(depths), chord_mass,
               derivative_mass):
    print("{:.1f}  {:.4f}  {:.4f}  {:.4f}  {:.4f}".format(*row))
print(f"Fermi wavevector = {k_fermi:.4f} 1/nm")
print(f"Fermi energy above bulk edge = {fermi:.4f} eV")
print(f"Barrier above Fermi energy = {BENDING - fermi:.4f} eV")
print(f"Conductivity mass = {m_cond:.4f} m0")
print(f"E00 with edge mass = {E00:.5f} eV; width = {width:.3f} nm")
print("Phi(eV) S edge mass, S two-band, mass from S(m0), from slope(m0)")
for row in zip(heights, S_edge, S_band, fit_mass, slope_mass):
    print("{:.1f}  {:.3f}  {:.3f}  {:.4f}  {:.4f}".format(*row))
print(f"Reduction factor F at Phi=0.8 eV = {S_band[-1] / S_edge[-1]:.4f}")
print(f"S with conductivity mass = {S_cond:.3f}")
print(f"S with mass fitted at Phi=0.2 eV = {S_transfer:.3f}")
print("Underestimate of exp(-S) at bulk-edge energy, as a factor:")
print(f"  edge mass {np.exp(S_edge[-1] - S_band[-1]):.1f}")
print(f"  conductivity mass {np.exp(S_cond - S_band[-1]):.1f}")
print(f"  mass fitted at 0.2 eV {np.exp(S_transfer - S_band[-1]):.1f}")
for label, value in shape_mass.items():
    print(f"Fitted mass, {label} barrier 0.8 eV = {value:.4f} m0")
print(f"At Fermi energy: S two-band={SF_band:.3f}, edge={SF_edge:.3f},"
      f" conductivity={SF_cond:.3f}")
print(f"  underestimate factors: edge {np.exp(SF_edge - SF_band):.2f},"
      f" conductivity {np.exp(SF_cond - SF_band):.2f}")
print(f"Metal lead: Fermi energy {METAL_DEPTH} eV above its band edge")
print(f"Wave-equation T={T_device:.3e}; exp(-S)={np.exp(-SF_band):.3e}")
print(f"ln[T(2w)/T(4w)]: wave equation {log_change:.3f}")
print(f"  two-band exponent {band_change:.3f}, edge mass {edge_change:.3f}")
print("done: every assertion held")
```

Output:

```
Ellipsoid inputs: m_long=0.9 m0, m_trans=0.2 m0
Ellipsoid conductivity mass = 0.2700 m0
Tunnelling masses, normal [100], valleys x,y,z (m0): 0.9000 0.2000 0.2000
Tunnelling masses, normal [110], valleys x,y,z (m0): 0.3273 0.3273 0.2000
Tunnelling masses, normal [111], valleys x,y,z (m0): 0.2700 0.2700 0.2700
Two-band inputs: Eg=1.0 eV, m*=0.1 m0, eps_r=12.0
Doping N = 1.0e+19 cm^-3; band bending Phi = 0.8 eV
hbar^2/(2 m0) = 0.038100 eV nm^2; P = 0.6173 eV nm
depth(eV) kappa(1/nm) edge-mass kappa(1/nm) chord m(m0) deriv m(m0)
0.1  0.4860  0.5123  0.0900  0.0800
0.3  0.7424  0.8874  0.0700  0.0400
0.5  0.8100  1.1456  0.0500  0.0000
0.7  0.7424  1.3555  0.0300  -0.0400
0.9  0.4860  1.5370  0.0100  -0.0800
Fermi wavevector = 0.6665 1/nm
Fermi energy above bulk edge = 0.1475 eV
Barrier above Fermi energy = 0.6525 eV
Conductivity mass = 0.1295 m0
E00 with edge mass = 0.05360 eV; width = 10.301 nm
Phi(eV) S edge mass, S two-band, mass from S(m0), from slope(m0)
0.2  3.732  3.538  0.0899  0.0800
0.4  7.463  6.658  0.0796  0.0600
0.6  11.195  9.292  0.0689  0.0400
0.8  14.926  11.326  0.0576  0.0200
Reduction factor F at Phi=0.8 eV = 0.7588
S with conductivity mass = 16.986
S with mass fitted at Phi=0.2 eV = 14.153
Underestimate of exp(-S) at bulk-edge energy, as a factor:
  edge mass 36.6
  conductivity mass 287.1
  mass fitted at 0.2 eV 16.9
Fitted mass, square barrier 0.8 eV = 0.0200 m0
Fitted mass, triangular barrier 0.8 eV = 0.0498 m0
Fitted mass, depletion barrier 0.8 eV = 0.0576 m0
At Fermi energy: S two-band=7.443, edge=9.383, conductivity=10.677
  underestimate factors: edge 6.96, conductivity 25.39
Metal lead: Fermi energy 2.0 eV above its band edge
Wave-equation T=1.078e-03; exp(-S)=5.854e-04
ln[T(2w)/T(4w)]: wave equation 14.906
  two-band exponent 14.887, edge mass 18.766
done: every assertion held
```
